# Fitting a silicon-photomultiplier charge spectrum with generalised-Poisson weights: test program

```python
"""Maximum-likelihood fit of a silicon-photomultiplier charge spectrum.

Result under test: if Poisson(mu) primary avalanches each start a cascade in
which every avalanche triggers Poisson(lam) further ones, the total count k has
    P_k = mu (mu + k lam)^(k-1) exp(-mu - k lam) / k!   (generalised Poisson),
and a binned fit of sum_k P_k Normal(ped + k gain, s0^2 + k s1^2) recovers
ped, gain, s0, s1 (all in fC), mu and lam with the errors given by the
expected Fisher information.  Synthetic data are made by simulating the
cascade itself, not by drawing from P_k.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize
from scipy.special import gammaln, ndtr
from scipy.stats import chi2, norm

NAMES = ["pedestal", "gain", "s0", "s1", "mu", "lambda"]
UNITS = ["fC", "fC", "fC", "fC", "", ""]
TRUE = np.array([40.0, 250.0, 25.0, 12.0, 2.0, 0.2])
N_EVENTS = 20000
BIN_WIDTH = 10.0
INNER_EDGES = np.arange(-100.0, 4000.0 + BIN_WIDTH / 2, BIN_WIDTH)
EDGES = np.concatenate(([-1e6], INNER_EDGES, [1e6]))  # with outflow bins
K = np.arange(41)
rng = np.random.default_rng(20240)


def weights(mu, lam):
    """Generalised-Poisson probabilities for all counts in K."""
    return np.exp(np.log(mu) + (K - 1) * np.log(mu + K * lam)
                  - mu - K * lam - gammaln(K + 1))


def model(theta):
    """Bin probabilities and their derivatives with respect to theta."""
    ped, gain, s0, s1, mu, lam = theta
    w = weights(mu, lam)
    s = np.sqrt(s0**2 + K * s1**2)
    z = (EDGES[:, None] - ped - K * gain) / s
    cdf = ndtr(z)
    pdf = np.exp(-0.5 * z**2) / np.sqrt(2 * np.pi)
    dlog_mu = 1 / mu + (K - 1) / (mu + K * lam) - 1
    dlog_lam = K * (K - 1) / (mu + K * lam) - K
    a = cdf @ np.column_stack((w, w * dlog_mu, w * dlog_lam))
    b = -pdf @ np.column_stack((w / s, w * K / s))
    c = -(pdf * z) @ np.column_stack((w * s0 / s**2, w * K * s1 / s**2))
    prob = np.maximum(np.diff(a[:, 0]), 1e-30)
    deriv = np.diff(np.column_stack((b, c, a[:, 1:])), axis=0)
    return prob, deriv


def start_values(counts):
    """Starting parameters from the histogram alone."""
    inner = counts[1:-1].astype(float)
    x = 0.5 * (INNER_EDGES[1:] + INNER_EDGES[:-1])
    total = inner.sum()
    n_fft = 8192
    spectrum = np.fft.rfft(inner, n_fft)
    mag = np.abs(spectrum)
    peaks = np.where((mag[1:-1] > mag[:-2]) & (mag[1:-1] >= mag[2:]))[0] + 1
    j = peaks[np.argmax(mag[peaks])]
    gain = n_fft * BIN_WIDTH / j
    comb = x[0] - np.angle(spectrum[j]) * gain / (2 * np.pi)
    for m in range(-1, 60):
        ped = comb + m * gain
        zero = np.abs(x - ped) < gain / 2
        if inner[zero].sum() > 1e-3 * total:
            break
    one = np.abs(x - ped - gain) < gain / 2

    def mean_var(mask):
        mean = np.average(x[mask], weights=inner[mask])
        return mean, np.average((x[mask] - mean)**2, weights=inner[mask])

    ped, var0 = mean_var(zero)
    var1 = mean_var(one)[1]
    mu = -np.log(inner[zero].sum() / total)
    mean_charge = inner @ x / total
    lam = np.clip(1 - mu * gain / (mean_charge - ped), 0.01, 0.9)
    s1 = np.sqrt(max(var1 - var0, (0.02 * gain)**2))
    return np.array([ped, gain, np.sqrt(var0), s1, mu, lam])


def fit(counts, start, free=range(6)):
    """Fisher scoring; returns estimate, covariance, log-likelihood, steps."""
    free = np.array(free)
    theta = np.array(start, float)
    prob, deriv = model(theta)
    loglike = counts @ np.log(prob)
    for iteration in range(200):
        d = deriv[:, free]
        score = d.T @ (counts / prob)
        info = counts.sum() * d.T @ (d / prob[:, None])
        step = np.linalg.solve(info, score)
        if score @ step < 1e-6:
            return theta, np.linalg.inv(info), loglike, iteration
        scale = 1.0
        while True:
            trial = theta.copy()
            trial[free] += scale * step
            if np.all(trial[1:5] > 0) and 0 <= trial[5] < 1:
                new_prob, new_deriv = model(trial)
                new_loglike = counts @ np.log(new_prob)
                if new_loglike > loglike:
                    break
            scale /= 2
            if scale < 1e-8:
                raise RuntimeError("no uphill step found")
        theta, prob, deriv, loglike = trial, new_prob, new_deriv, new_loglike
    raise RuntimeError("Fisher scoring did not converge")


def cascade(primaries, lam):
    """Total avalanches, simulated generation by generation."""
    total = primaries.copy()
    newest = primaries
    while newest.any():
        newest = rng.poisson(lam * newest)
        total = total + newest
    return total


def charges(k, noise0, noise1):
    ped, gain, s0, s1 = TRUE[:4]
    return ped + gain * k + s0 * noise0 + s1 * np.sqrt(k) * noise1


def histogram(q):
    return np.histogram(q, bins=EDGES)[0]


def simulate(n):
    k = cascade(rng.poisson(TRUE[4], n), TRUE[5])
    return charges(k, rng.standard_normal(n), rng.standard_normal(n))


# ---- weights against a power-series solution of the cascade equation
def series_exp(a):
    e = np.zeros_like(a)
    e[0] = np.exp(a[0])
    for n in range(1, len(a)):
        j = np.arange(1, n + 1)
        e[n] = np.sum(j * a[1:n + 1] * e[n - j]) / n
    return e


ped, gain, s0, s1, mu, lam = TRUE
cluster = np.zeros(len(K))
for _ in range(len(K) + 2):
    exponent = lam * cluster
    exponent[0] -= lam
    cluster = np.concatenate(([0.0], series_exp(exponent)[:-1]))
exponent = mu * cluster
exponent[0] -= mu
series_weights = series_exp(exponent)
w_true = weights(mu, lam)
weight_error = np.max(np.abs(series_weights - w_true))
assert weight_error < 1e-12
assert abs((1 - cluster[1]) - (1 - np.exp(-lam))) < 1e-12
mean_k = series_weights @ K
var_k = series_weights @ (K - mean_k)**2
assert abs(mean_k - mu / (1 - lam)) < 1e-7
assert abs(var_k - mu / (1 - lam)**3) < 1e-7
excess_noise = mu * var_k / mean_k**2
assert abs(excess_noise - 1 / (1 - lam)) < 1e-7

# ---- bin probabilities against quadrature, derivatives against differences
prob_true, deriv_true = model(TRUE)


def density(q):
    return series_weights @ norm.pdf(q, ped + K * gain,
                                     np.sqrt(s0**2 + K * s1**2))


for i in range(5, 200, 13):
    area = quad(density, EDGES[i], EDGES[i + 1], epsabs=1e-13)[0]
    assert abs(area - prob_true[i]) < 1e-10
for a in range(6):
    shift = np.zeros(6)
    shift[a] = 1e-5 * TRUE[a]
    numeric = (model(TRUE + shift)[0] - model(TRUE - shift)[0]) / (2 * shift[a])
    error = np.max(np.abs(numeric - deriv_true[:, a]))
    assert error < 1e-6 * np.max(np.abs(deriv_true[:, a]))

# ---- main synthetic spectrum
q_main = simulate(N_EVENTS)
omega = 2 * np.pi / gain
chi_data = np.mean(np.exp(1j * omega * q_main))
chi_formula = (np.exp(1j * omega * ped - 0.5 * (omega * s0)**2)
               * np.sum(w_true * np.exp(-0.5 * K * (omega * s1)**2)))
assert abs(chi_data - chi_formula) < 5 / np.sqrt(N_EVENTS)

counts = histogram(q_main)
start = start_values(counts)
best, cov, loglike, n_steps = fit(counts, start)
err = np.sqrt(np.diag(cov))
assert np.all(np.abs(best - TRUE) < 4 * err)
corr_mu_lam = cov[4, 5] / (err[4] * err[5])
zero_peak_error = np.sqrt(np.expm1(best[4]) / N_EVENTS)
assert err[4] < zero_peak_error

# a general optimiser, using no analytic derivative, from a displaced start
offset = np.array([2.0, -2.0, 2.0, -2.0, 2.0, -2.0])
other = minimize(lambda u: loglike - counts @ np.log(model(best + u * err)[0]),
                 offset, method="BFGS", options={"eps": 1e-4, "gtol": 1e-3})
optimiser_gap = np.max(np.abs(other.x))
assert optimiser_gap < 0.02

# Pearson test with neighbouring bins merged to at least 10 expected events
expected = N_EVENTS * model(best)[0]
groups, obs_sum, exp_sum = [], 0.0, 0.0
for o, e in zip(counts, expected):
    obs_sum += o
    exp_sum += e
    if exp_sum >= 10:
        groups.append([obs_sum, exp_sum])
        obs_sum = exp_sum = 0.0
groups[-1][0] += obs_sum
groups[-1][1] += exp_sum
groups = np.array(groups)
pearson = np.sum((groups[:, 0] - groups[:, 1])**2 / groups[:, 1])
dof = len(groups) - 1 - 6
p_value = chi2.sf(pearson, dof)
assert p_value > 1e-3

# plain Poisson weights: crosstalk forced to zero
start_poisson = best.copy()
start_poisson[5] = 0.0
poisson_fit, _, loglike_poisson, _ = fit(counts, start_poisson, range(5))
likelihood_ratio = 2 * (loglike - loglike_poisson)
assert likelihood_ratio > 50

# ---- repeated experiments: bias and error calibration
N_REPEAT = 200
estimates, pulls, start_gains = [], [], []
for _ in range(N_REPEAT):
    c = histogram(simulate(N_EVENTS))
    first = start_values(c)
    t, v, _, _ = fit(c, first)
    start_gains.append(first[1])
    estimates.append(t)
    pulls.append((t - TRUE) / np.sqrt(np.diag(v)))
estimates, pulls = np.array(estimates), np.array(pulls)
worst_start_gain = np.max(np.abs(np.array(start_gains) / gain - 1))
assert worst_start_gain < 0.02
pull_mean, pull_sd = pulls.mean(axis=0), pulls.std(axis=0, ddof=1)
assert np.all(np.abs(pull_mean) < 0.3)
assert np.all(np.abs(pull_sd - 1) < 0.2)
scatter = estimates.std(axis=0, ddof=1)

# ---- effects the model neglects, fitted with the unchanged model
N_LARGE = 400000
AFTERPULSE = 0.01
DARK_RATE, GATE, DECAY = 0.45e6, 100e-9, 20e-9  # Hz, s, s
SIDE = 60
primaries = rng.poisson(mu, N_LARGE)
k_large = cascade(primaries, lam)
noise0, noise1 = rng.standard_normal((2, N_LARGE))
q_large = charges(k_large, noise0, noise1)


def fit_charges(q):
    c = histogram(q)
    return fit(c, start_values(c))


base, base_cov, _, _ = fit_charges(q_large)
large_err = np.sqrt(2 * np.diag(base_cov))  # difference of two separate fits

n_after = rng.binomial(k_large, AFTERPULSE)
owner = np.repeat(np.arange(N_LARGE), n_after)
extra = np.bincount(owner, weights=rng.random(len(owner)), minlength=N_LARGE)
shift_after = fit_charges(q_large + gain * extra)[0] - base

# dark pulses starting up to five decay times before the gate opens
window = GATE + 5 * DECAY
k_dark = cascade(rng.poisson(DARK_RATE * window, N_LARGE), lam)
t_dark = rng.uniform(-5 * DECAY, GATE, N_LARGE)
full = 1 - np.exp(-GATE / DECAY)
fraction = np.where(t_dark > 0,
                    (1 - np.exp(-(GATE - t_dark) / DECAY)) / full,
                    np.exp(np.minimum(t_dark, 0) / DECAY))
shift_dark = fit_charges(q_large + gain * k_dark * fraction)[0] - base
assert shift_dark[4] > 0


def cell_array_counts(prim):
    """Avalanches on a finite square array; each cell fires at most once."""
    pitch = SIDE + 2
    inside = np.zeros((pitch, pitch), bool)
    inside[1:-1, 1:-1] = True
    inside = inside.ravel()
    cells = np.flatnonzero(inside)
    size = pitch**2
    fired = np.zeros(len(prim) * size, bool)
    event = np.repeat(np.arange(len(prim)), prim)
    front = np.unique(event * size + rng.choice(cells, len(event)))
    total = np.zeros(len(prim), int)
    p_neighbour = 1 - np.exp(-lam / 4)
    while len(front):
        fired[front] = True
        total += np.bincount(front // size, minlength=len(prim))
        hits = np.concatenate([front[rng.random(len(front)) < p_neighbour] + d
                               for d in (1, -1, pitch, -pitch)])
        front = np.unique(hits[inside[hits % size] & ~fired[hits]])
    return total


k_array = np.concatenate([cell_array_counts(part)
                          for part in np.split(primaries, 20)])
shift_array = fit_charges(charges(k_array, noise0, noise1))[0] - base
assert shift_array[5] < -3 * large_err[5]

# ---- report
electrons = 1e-15 / constants.e
print(f"events {N_EVENTS}, bin width {BIN_WIDTH:.0f} fC")
print("weights k=0..5:", " ".join(f"{v:.4f}" for v in w_true[:6]))
print(f"max weight error against series: {weight_error:.1e}")
print(f"probability beyond k=40: {abs(1 - w_true.sum()):.1e}")
print(f"true mean count {mean_k:.4f}, variance {var_k:.4f}")
print(f"true excess noise factor {excess_noise:.4f}")
print(f"|char. function| at 2pi/G: data {abs(chi_data):.4f}, "
      f"formula {abs(chi_formula):.4f}")
print("parameter: true | start | fit +- standard error")
for i, name in enumerate(NAMES):
    print(f"  {name}: {TRUE[i]:.4g} | {start[i]:.4f} | "
          f"{best[i]:.4f} +- {err[i]:.4f} {UNITS[i]}")
print(f"Fisher-scoring steps: {n_steps}")
print(f"gain: true {gain * electrons / 1e6:.4f}, fit "
      f"{best[1] * electrons / 1e6:.4f} +- {err[1] * electrons / 1e6:.4f}"
      " million electrons")
print(f"crosstalk probability: true {1 - np.exp(-lam):.4f}, fit "
      f"{1 - np.exp(-best[5]):.4f} +- {np.exp(-best[5]) * err[5]:.4f}")
print(f"correlation of mu and lambda: {corr_mu_lam:.3f}")
print(f"error of mu from zero peak alone: {zero_peak_error:.4f}")
print(f"other optimiser, largest gap: {optimiser_gap:.1e} standard errors")
print(f"Pearson chi2 {pearson:.1f}, dof {dof}, p-value {p_value:.3f}")
print(f"lambda=0 fit: mu {poisson_fit[4]:.4f}, gain {poisson_fit[1]:.3f} fC")
print(f"2 x log-likelihood loss at lambda=0: {likelihood_ratio:.1f}")
print(f"{N_REPEAT} repeats: mean | scatter | pull mean | pull width")
for i, name in enumerate(NAMES):
    print(f"  {name}: {estimates[:, i].mean():.4f} | {scatter[i]:.4f} | "
          f"{pull_mean[i]:.3f} | {pull_sd[i]:.3f}")
print(f"largest start-gain error in repeats: {100 * worst_start_gain:.2f} %")
print(f"neglected effects, {N_LARGE} events each")
print(f"afterpulse probability {100 * AFTERPULSE:.1f} %")
print(f"dark rate {DARK_RATE / 1e6:.2f} MHz, gate {GATE * 1e9:.0f} ns, "
      f"decay {DECAY * 1e9:.0f} ns")
print(f"dark primaries starting in gate: {DARK_RATE * GATE:.4f} per event")
print(f"cells {SIDE**2}, mean count on cell array {k_array.mean():.4f}")
print("shifts: gain (fC) | s0 (fC) | s1 (fC) | mu | lambda")
for label, s in (("afterpulses", shift_after), ("dark counts", shift_dark),
                 ("cell array", shift_array), ("error scale", large_err)):
    print(f"  {label}: " + " | ".join(f"{v:.4f}" for v in s[1:]))
print("all tests passed")
```

It prints:

```
events 20000, bin width 10 fC
weights k=0..5: 0.1353 0.2216 0.2177 0.1674 0.1112 0.0672
max weight error against series: 9.7e-17
probability beyond k=40: 8.8e-14
true mean count 2.5000, variance 3.9062
true excess noise factor 1.2500
|char. function| at 2pi/G: data 0.7324, formula 0.7355
parameter: true | start | fit +- standard error
  pedestal: 40 | 39.3721 | 39.8206 +- 0.3307 fC
  gain: 250 | 251.2883 | 250.0484 +- 0.1247 fC
  s0: 25 | 24.9533 | 24.8519 +- 0.2605 fC
  s1: 12 | 12.7051 | 12.2348 +- 0.2372 fC
  mu: 2 | 2.0479 | 2.0342 +- 0.0143 
  lambda: 0.2 | 0.1864 | 0.1952 +- 0.0045 
Fisher-scoring steps: 3
gain: true 1.5604, fit 1.5607 +- 0.0008 million electrons
crosstalk probability: true 0.1813, fit 0.1774 +- 0.0037
correlation of mu and lambda: -0.638
error of mu from zero peak alone: 0.0182
other optimiser, largest gap: 8.2e-04 standard errors
Pearson chi2 155.1, dof 167, p-value 0.736
lambda=0 fit: mu 2.5276, gain 250.071 fC
2 x log-likelihood loss at lambda=0: 2045.7
200 repeats: mean | scatter | pull mean | pull width
  pedestal: 40.0298 | 0.3049 | 0.090 | 0.929
  gain: 249.9913 | 0.1177 | -0.069 | 0.949
  s0: 24.9937 | 0.2494 | -0.027 | 0.969
  s1: 11.9992 | 0.2390 | 0.011 | 0.995
  mu: 2.0008 | 0.0151 | 0.050 | 1.072
  lambda: 0.1998 | 0.0046 | -0.038 | 1.039
largest start-gain error in repeats: 0.52 %
neglected effects, 400000 events each
afterpulse probability 1.0 %
dark rate 0.45 MHz, gate 100 ns, decay 20 ns
dark primaries starting in gate: 0.0450 per event
cells 3600, mean count on cell array 2.4500
shifts: gain (fC) | s0 (fC) | s1 (fC) | mu | lambda
  afterpulses: -0.1297 | -0.2806 | 1.7650 | 0.0017 | 0.0033
  dark counts: -0.4260 | 1.8641 | 1.2564 | 0.0474 | -0.0008
  cell array: -0.0255 | -0.0054 | 0.0138 | 0.0216 | -0.0257
  error scale: 0.0392 | 0.0814 | 0.0759 | 0.0045 | 0.0014
all tests passed
```
